# Dispersion Attraction of an Atom to Half-Spaces, Slabs and Clusters: a numerical check

```python
"""
Result under test: an atom at height z above a uniform half-space of number
density n, attracted by -C6/r^6 to every element, has the energy
    E(z) = -C3/z^3,   C3 = pi*n*C6/6.
Also tested: the parts lost by a slab of thickness D and by a cluster of
radius Rc centred on the atom, the sum over discrete atomic layers, and the
lateral corrugation above a square plane of atoms.
Symbols: h = distance from the atom to the top plane of nuclei,
d = layer spacing = lateral lattice constant (simple cubic),
z = h - d/2 = distance to the continuum edge. Lengths in angstrom (A),
energies in eV. Pair sums are undamped, unretarded and additive.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import kv, zeta

C6 = 60.0
d = 2.0
n = 1.0 / d**3
h = 4.0
z = h - d / 2
C3 = np.pi * n * C6 / 6


def close(value, reference, rel):
    return abs(value - reference) <= rel * abs(reference)


# ---------- continuum: numerical integration in cylindrical coordinates
def plane_integral(depth, cutoff):
    """Integral of r^-6 over a plane, keeping only points with r > cutoff."""
    rho_min = np.sqrt(max(0.0, cutoff**2 - depth**2))

    def integrand(t):
        rho = rho_min + depth * t
        return 2 * np.pi * rho * depth / (rho**2 + depth**2)**3

    return quad(integrand, 0, np.inf, epsabs=0, epsrel=1e-9)[0]


def numerical_energy(start, end=np.inf, cutoff=0.0):
    """Attraction to the continuum between two depths, for r > cutoff."""
    if np.isinf(end):
        value = quad(lambda s: start * plane_integral(start * (1 + s), cutoff),
                     0, np.inf, epsabs=0, epsrel=1e-8)[0]
    else:
        value = quad(lambda s: plane_integral(s, cutoff),
                     start, end, epsabs=0, epsrel=1e-8)[0]
    return -n * C6 * value


def continuum_energy(height):
    return -C3 / height**3


def cutoff_tail(height, radius):
    return -2 * np.pi * n * C6 * (1 / (3 * radius**3)
                                  - height / (4 * radius**4))


for height in (1.7, z, 8.0):
    assert close(numerical_energy(height), continuum_energy(height), 1e-6)

layers = 4
D = layers * d
slab = -C3 * (1 / z**3 - 1 / (z + D)**3)
assert close(numerical_energy(z, z + D), slab, 1e-6)

Rc = 12.0
tail = cutoff_tail(z, Rc)
tail_numerical = (numerical_energy(z, Rc, Rc)
                  + numerical_energy(Rc, np.inf, Rc))
assert close(tail_numerical, tail, 1e-6)
x = z / Rc
tail_fraction = 4 * x**3 - 3 * x**4
assert close(tail_numerical / numerical_energy(z), tail_fraction, 1e-6)


# ---------- discrete atoms: explicit sums
def plane_of_atoms(distance, radius, shift_x, shift_y):
    """Attraction to the atoms of one square plane with r <= radius."""
    m = int(radius / d) + 2
    grid = np.arange(-m, m + 1) * d
    r2 = ((grid[:, None] - shift_x)**2 + (grid[None, :] - shift_y)**2
          + distance**2)
    return -C6 * np.sum(r2[r2 <= radius**2]**-3.0)


sites = [(i * d / 4, j * d / 4) for i in range(4) for j in range(4)]


def cluster_of_atoms(radius):
    """Half-crystal atoms with r <= radius, averaged over lateral sites."""
    distances = np.arange(h, radius + 1e-9, d)
    return np.mean([sum(plane_of_atoms(s, radius, sx, sy) for s in distances)
                    for sx, sy in sites])


def layer_energy(top_distance):
    """All layers, each smeared laterally: Hurwitz zeta function."""
    return -np.pi * n * C6 / (2 * d**3) * zeta(4, top_distance / d)


layered = layer_energy(h)
big_radius = 80.0
atom_sum = cluster_of_atoms(big_radius) + cutoff_tail(z, big_radius)
assert close(atom_sum, layered, 5e-6)

# a small cluster: its missing energy, atom by atom, against the continuum
# tail; the few atoms near the rim make the agreement a matter of per cent
cluster = cluster_of_atoms(Rc)
cluster_missing = atom_sum - cluster
assert close(cluster_missing, tail, 0.05)

# one plane: smeared value and corrugation
plane_radius = 400.0
smeared_plane = -np.pi * n * d * C6 / (2 * h**4)
plane_mean = np.mean([plane_of_atoms(h, plane_radius, sx, sy)
                      for sx, sy in sites])
assert close(plane_mean, smeared_plane, 1e-7)
on_top = plane_of_atoms(h, plane_radius, 0.0, 0.0)
hollow = plane_of_atoms(h, plane_radius, d / 2, d / 2)
Gh = 2 * np.pi / d * h
harmonic = Gh**2 * kv(2, Gh) / 2
assert close(on_top - hollow, 8 * harmonic * smeared_plane, 1e-5)

# midpoint correction and strict bounds
far = 20 * d
far_ratio = layer_energy(far + d / 2) / continuum_energy(far)
coefficient = (1 - far_ratio) * (far / d)**2
assert close(coefficient, 0.5, 3e-3)
for top in (1.5, 2.5, h, 10.0, 30.0):
    attraction = -layer_energy(top)
    assert C3 / top**3 < attraction < C3 / (top - d / 2)**3

# ---------- worked example
E = continuum_energy(z)
E_nuclei = continuum_energy(h)
slab_layered = layered - layer_energy(h + D)
to_kj = constants.e * constants.N_A / 1000

print(f"C6 = {C6:.1f} eV A^6")
print(f"layer spacing and lattice constant d = {d:.1f} A")
print(f"number density n = {n:.3f} A^-3")
print(f"distance to top nuclei h = {h:.1f} A")
print(f"distance to continuum edge z = {z:.1f} A")
print(f"C3 = {C3:.4f} eV A^3")
print(f"continuum energy, formula = {E:.5f} eV")
print(f"continuum energy, quadrature = {numerical_energy(z):.5f} eV")
print(f"continuum energy, converted = {E * to_kj:.2f} kJ/mol")
print(f"energy if z is taken from nuclei = {E_nuclei:.5f} eV")
print(f"layer sum (Hurwitz zeta) = {layered:.5f} eV")
print(f"layer sum, converted = {layered * to_kj:.2f} kJ/mol")
print(f"explicit atoms plus far tail = {atom_sum:.5f} eV")
print(f"layer sum / continuum = {layered / E:.4f}")
print(f"nuclei-referenced / layer sum = {E_nuclei / layered:.4f}")
print(f"slab: {layers} layers, thickness D = {D:.1f} A")
print(f"slab energy, continuum = {slab:.5f} eV")
print(f"slab missing energy, continuum = {E - slab:.5f} eV")
print(f"slab missing part, continuum = {100 * (1 - slab / E):.2f} %")
print(f"slab energy, layer sum = {slab_layered:.5f} eV")
print(f"slab missing energy, layers = {layered - slab_layered:.5f} eV")
print(f"slab missing part, layers = "
      f"{100 * (1 - slab_layered / layered):.2f} %")
print(f"cluster radius Rc = {Rc:.1f} A")
print(f"cluster missing energy, continuum = {tail:.5f} eV")
print(f"cluster missing part, continuum = {100 * tail_fraction:.2f} %")
print(f"cluster energy, atoms = {cluster:.5f} eV")
print(f"cluster missing energy, atoms = {cluster_missing:.5f} eV")
print(f"cluster missing part, atoms = "
      f"{100 * cluster_missing / atom_sum:.2f} %")
print(f"top plane alone, smeared = {smeared_plane:.5f} eV")
print(f"G h for the first star = {Gh:.3f}")
print(f"relative harmonic amplitude = {harmonic:.3e}")
print(f"on-top minus hollow, top plane = {1000 * (on_top - hollow):.4f} meV")
print(f"midpoint coefficient at z = {far:.0f} A: {coefficient:.4f}")
print("z (A), layer sum/continuum, 1 - d^2/(2 z^2):")
for height in (3.0, 6.0, 10.0, 20.0):
    ratio = layer_energy(height + d / 2) / continuum_energy(height)
    print(f"  {height:4.1f}  {ratio:.5f}  {1 - d**2 / (2 * height**2):.5f}")
print("no test failed")
```

Output:

```
C6 = 60.0 eV A^6
layer spacing and lattice constant d = 2.0 A
number density n = 0.125 A^-3
distance to top nuclei h = 4.0 A
distance to continuum edge z = 3.0 A
C3 = 3.9270 eV A^3
continuum energy, formula = -0.14544 eV
continuum energy, quadrature = -0.14544 eV
continuum energy, converted = -14.03 kJ/mol
energy if z is taken from nuclei = -0.06136 eV
layer sum (Hurwitz zeta) = -0.12123 eV
layer sum, converted = -11.70 kJ/mol
explicit atoms plus far tail = -0.12123 eV
layer sum / continuum = 0.8335
nuclei-referenced / layer sum = 0.5061
slab: 4 layers, thickness D = 8.0 A
slab energy, continuum = -0.14249 eV
slab missing energy, continuum = -0.00295 eV
slab missing part, continuum = 2.03 %
slab energy, layer sum = -0.11833 eV
slab missing energy, layers = -0.00290 eV
slab missing part, layers = 2.39 %
cluster radius Rc = 12.0 A
cluster missing energy, continuum = -0.00739 eV
cluster missing part, continuum = 5.08 %
cluster energy, atoms = -0.11378 eV
cluster missing energy, atoms = -0.00745 eV
cluster missing part, atoms = 6.15 %
top plane alone, smeared = -0.09204 eV
G h for the first star = 12.566
relative harmonic amplitude = 1.124e-04
on-top minus hollow, top plane = -0.0827 meV
midpoint coefficient at z = 40 A: 0.4989
z (A), layer sum/continuum, 1 - d^2/(2 z^2):
   3.0  0.83352  0.77778
   6.0  0.94913  0.94444
  10.0  0.98066  0.98000
  20.0  0.99504  0.99500
no test failed
```
